\section*{The Landau form of the GW cumulant from two derivations, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation in the energy domain}

\subsection{Definitions and conventions}

Consider one orbital $k$ of a many-electron system at zero temperature. Its retarded propagator is
\begin{equation}
G(t)=-\frac{i}{\hbar}\,\theta(t)\,\big\langle c(t)\,c^\dagger+c^\dagger c(t)\big\rangle ,
\label{Gdef}
\end{equation}
where $c$ removes an electron from the orbital and the average is taken in the ground state. Time and energy functions are related by
\begin{equation}
F(t)=\int\frac{dE}{2\pi\hbar}\,e^{-iEt/\hbar}F(E),\qquad
F(E)=\int dt\,e^{iEt/\hbar}F(t).
\label{FT}
\end{equation}
The reference is a one-body Hamiltonian in which the orbital has energy $\varepsilon$. The static part of the self-energy of this orbital, exchange included, is contained in $\varepsilon$. The reference propagator is then
\begin{equation}
G_0(E)=\frac{1}{E-\varepsilon+i0},\qquad
G_0(t)=-\frac{i}{\hbar}\,\theta(t)\,e^{-i\varepsilon t/\hbar}.
\label{G0}
\end{equation}
The remaining, energy-dependent part of the self-energy is $\Sigma_c(E)$. The letter $x=E-\varepsilon$ denotes energy measured from $\varepsilon$.

The cumulant $C(t)$ is defined for $t>0$ by
\begin{equation}
G(t)=G_0(t)\,e^{C(t)} .
\label{ansatz}
\end{equation}
As long as $G(t)$ does not vanish, this is a change of variable and not an approximation. The approximation consists in keeping the part of $C$ that is of first order in the screened interaction $W$, and leaving it in the exponent. The result to be derived is
\begin{equation}
C(t)=\int dx\,\frac{\beta(x)}{x^2}\left[e^{-ixt/\hbar}+\frac{ixt}{\hbar}-1\right],
\qquad
\beta(x)=\frac{|\mathrm{Im}\,\Sigma_c(\varepsilon+x)|}{\pi}.
\label{landau}
\end{equation}
This is the Landau form.

\subsection{The GW self-energy as a sum of poles}

In the GW approximation the self-energy is $i\hbar$ times the product of $G_0$ and $W$ in time. By (\ref{FT}) a product in time becomes a convolution in energy, with a factor $1/(2\pi\hbar)$. The factors of $\hbar$ cancel. Let $l$ run over the orbitals of the reference Hamiltonian, with energies $\varepsilon_l$. Since $W$ is even in energy, the diagonal element for the orbital $k$ is
\begin{equation}
\Sigma_c(E)=\frac{i}{2\pi}\sum_l\int dE'\,G_l(E+E')\,W_l(E') .
\label{GW}
\end{equation}
Here $G_l$ is the time-ordered reference propagator, and $W_l$ is the matrix element of the energy-dependent part of $W$ with the product $\phi_k^*\phi_l$. The bare Coulomb interaction gives the exchange energy, which is already in $\varepsilon$.

The energy-dependent part of $W$ is the density response placed between two Coulomb interactions. We assume time-reversal symmetry, so that the transition densities $n_s(\mathbf r)$ of the density excitations, with energies $\Omega_s>0$, can be chosen real. We also assume that the response is a sum over such excitations. Then
\begin{align}
W_l(E')&=\int_0^\infty d\Omega\,B_l(\Omega)\left[\frac{1}{E'-\Omega+i\eta}-\frac{1}{E'+\Omega-i\eta}\right],
\label{Wspec}\\
B_l(\Omega)&=\sum_s\left|\int\!\!\int d\mathbf r\,d\mathbf r'\,\phi_k^*(\mathbf r)\phi_l(\mathbf r)\frac{e^2}{|\mathbf r-\mathbf r'|}n_s(\mathbf r')\right|^2\delta(\Omega-\Omega_s).
\label{B}
\end{align}
The weight $B_l$ is a sum of squares and therefore not negative.

Insert one term of (\ref{Wspec}) into (\ref{GW}). The bracket falls as $1/E'^2$ and the propagator as $1/E'$, so the contour may be closed in either half-plane.

If $l$ is empty, $G_l(E+E')=1/(E+E'-\varepsilon_l+i\eta)$ has its pole in the lower half-plane. Closing above leaves the pole of the second term, at $E'=-\Omega+i\eta$, whose residue carries a factor $-1$:
\begin{equation}
\frac{i}{2\pi}\,(2\pi i)\,(-1)\,\frac{1}{E-\Omega-\varepsilon_l+i0}
=\frac{1}{E-\varepsilon_l-\Omega+i0}.
\label{empty}
\end{equation}
If $l$ is filled, $G_l(E+E')=1/(E+E'-\varepsilon_l-i\eta)$ has its pole in the upper half-plane. Closing below runs clockwise and leaves the pole at $E'=\Omega-i\eta$:
\begin{equation}
\frac{i}{2\pi}\,(-2\pi i)\,\frac{1}{E+\Omega-\varepsilon_l-i0}
=\frac{1}{E-\varepsilon_l+\Omega-i0}.
\label{filled}
\end{equation}
An electron added to the system can emit an excitation and go to an empty state. A hole can emit one and go to another filled state, which puts the pole at the lower energy $\varepsilon_l-\Omega$.

The retarded self-energy has the same poles and residues, but all poles lie just below the real axis. Hence
\begin{align}
\Sigma_c(\varepsilon+x)&=\int dy\,\frac{\beta(y)}{x-y+i0},
\label{spec}\\
\beta(y)&=\sum_l\int_0^\infty d\Omega\,B_l(\Omega)\big[(1-n_l)\,\delta(\varepsilon+y-\varepsilon_l-\Omega)
+n_l\,\delta(\varepsilon+y-\varepsilon_l+\Omega)\big],
\label{betaGW}
\end{align}
with $n_l=1$ for filled and $n_l=0$ for empty orbitals. Because $\mathrm{Im}\,(x-y+i0)^{-1}=-\pi\delta(x-y)$,
\begin{equation}
\mathrm{Im}\,\Sigma_c(\varepsilon+x)=-\pi\beta(x)\le 0 .
\label{im}
\end{equation}
This gives the kernel in (\ref{landau}). For the retarded function the absolute value replaces a minus sign. In the time-ordered function the poles (\ref{filled}) have a positive imaginary part. They lie below the Fermi level, and the poles (\ref{empty}) lie above it, so the two groups do not overlap. The absolute value therefore gives the same $\beta$ from either function.

\subsection{Matching the first order}

Give $\Sigma_c$ a counting factor $\lambda$, which is set to one at the end. The Dyson equation $G=G_0+G_0\Sigma_cG$ gives $G=G_0+\lambda G_0\Sigma_cG_0+O(\lambda^2)$. The definition (\ref{ansatz}) gives $G=G_0(1+\lambda C+O(\lambda^2))$, where $C$ now denotes the first-order cumulant. Equating the terms linear in $\lambda$,
\begin{equation}
G_0(t)\,C(t)=\int\frac{dE}{2\pi\hbar}\,e^{-iEt/\hbar}\,G_0(E)\,\Sigma_c(E)\,G_0(E).
\label{match}
\end{equation}
Since $G_0$ is diagonal in the orbitals, the diagonal element of the right side contains the diagonal element of $\Sigma_c$ alone. Off-diagonal elements enter from second order on.

With (\ref{spec}) the integrand on the right contains $1/[x^2(x-y)]$, where $x$ stands for $x+i0$ throughout. For $y\neq0$ it splits as
\begin{equation}
\frac{1}{x^2(x-y)}=\frac{1}{y^2}\left[\frac{1}{x-y}-\frac1x\right]-\frac{1}{y\,x^2}.
\label{partial}
\end{equation}
To check this, note that the bracket equals $y/[x(x-y)]$, so that the right side is
\begin{equation}
\frac{1}{y\,x(x-y)}-\frac{1}{y\,x^2}=\frac{x-(x-y)}{y\,x^2(x-y)}=\frac{1}{x^2(x-y)} .
\end{equation}

Two transforms are needed. For $t>0$ the factor $e^{-iEt/\hbar}$ decays in the lower half-plane. Closing there, clockwise, gives
\begin{equation}
\int\frac{dE}{2\pi\hbar}\,\frac{e^{-iEt/\hbar}}{E-a+i0}=-\frac{i}{\hbar}\,e^{-iat/\hbar}.
\label{simple}
\end{equation}
Differentiating both sides with respect to $a$ gives the double pole:
\begin{equation}
\int\frac{dE}{2\pi\hbar}\,\frac{e^{-iEt/\hbar}}{(E-a+i0)^2}=-\frac{i}{\hbar}\left(-\frac{it}{\hbar}\right)e^{-iat/\hbar}.
\label{double}
\end{equation}
Apply (\ref{simple}) with $a=\varepsilon+y$ and $a=\varepsilon$, and (\ref{double}) with $a=\varepsilon$, to the three terms of (\ref{partial}). The common factor $-(i/\hbar)e^{-i\varepsilon t/\hbar}$ is $G_0(t)$, and it multiplies
\begin{equation}
\frac{e^{-iyt/\hbar}-1}{y^2}-\frac1y\left(-\frac{it}{\hbar}\right)
=\frac{1}{y^2}\left[e^{-iyt/\hbar}+\frac{iyt}{\hbar}-1\right].
\label{kernel}
\end{equation}
Multiplying by $\beta(y)$, integrating over $y$ and dividing by $G_0(t)$ gives (\ref{landau}).

At $y=0$ the split (\ref{partial}) is not available, but the transform of $1/x^3$ follows from one more derivative of (\ref{double}), divided by two. It gives $G_0(t)$ times $-t^2/(2\hbar^2)$, which is the limit of (\ref{kernel}) for $y\to0$. The complete kernel is therefore finite at $y=0$, although its separate terms are not.

If the reference leaves out a static energy $S$, the first-order term gains $S\,G_0(E)^2$. By (\ref{double}) this adds $-iSt/\hbar$ to $C$ and shifts the whole spectrum by $S$.

\subsection{Why retarded functions are used}

For an orbital filled in the reference state, the time-ordered propagator is $1/(E-\varepsilon-i0)$, which vanishes for $t>0$. A pole of $\Sigma_c$ from an empty state at $\varepsilon+y$ contributes to the first-order term
\begin{equation}
\int\frac{dE}{2\pi\hbar}\,\frac{e^{-iEt/\hbar}}{(x-i0)^2(x-y+i0)}
=-\frac{i}{\hbar}\,\frac{e^{-i(\varepsilon+y)t/\hbar}}{y^2},\qquad t>0 ,
\end{equation}
because $x=y$ is the one pole below the axis. This is not zero. A function that vanishes for $t>0$ cannot be multiplied by any $e^{C(t)}$ to produce it. The first order of the time-ordered series can thus not be matched at all times, whereas the retarded series can, since each of its terms vanishes for $t<0$. For $t<0$ alone the time-ordered series of a filled orbital can be matched. The poles from filled states then give the full kernel (\ref{kernel}), while those from empty states give only its linear and constant terms, so the satellites above the quasiparticle are lost.

\subsection{What the three terms describe}

Suppose first that $\beta$ vanishes near $x=0$. The terms of (\ref{landau}) can then be integrated one by one. With
\begin{align}
\Delta&=-\int dx\,\frac{\beta(x)}{x}=\mathrm{Re}\,\Sigma_c(\varepsilon),
\label{Delta}\\
a&=\int dx\,\frac{\beta(x)}{x^2}=-\frac{\partial\,\mathrm{Re}\,\Sigma_c}{\partial E}\bigg|_{\varepsilon},
\label{a}
\end{align}
which follow from (\ref{spec}) and its derivative at $x=0$, the propagator becomes
\begin{equation}
G(t)=-\frac{i}{\hbar}\,e^{-a}\,e^{-i(\varepsilon+\Delta)t/\hbar}
\exp\left[\int dx\,p(x)\,e^{-ixt/\hbar}\right],\qquad p(x)=\frac{\beta(x)}{x^2}.
\label{Gsplit}
\end{equation}
The linear term moves the quasiparticle to $\varepsilon+\Delta$. The constant term gives it the weight $Z=e^{-a}$. Expanding the last exponential gives the spectral function $A=-\mathrm{Im}\,G/\pi$:
\begin{equation}
A(\varepsilon+x)=Z\left[\delta(x-\Delta)+p(x-\Delta)+\tfrac12(p*p)(x-\Delta)+\dots\right].
\label{series}
\end{equation}
The star denotes a convolution: a product of two exponentials in time adds their energies. When all poles of $\Sigma_c$ lie on one side of $\varepsilon$, the $n$-th term describes the emission of $n$ excitations. Mixed terms, which combine a pole from a filled state with one from an empty state, do not have this meaning: the energies $-\Omega$ and $+\Omega$ enter with opposite signs and cancel in part or entirely. Since $p\ge0$, every term is nonnegative, and so is $A$. The total weight is $e^{C(0)}=1$.

If instead $\beta(0)>0$ and $\beta$ is smooth there, $a$ diverges and there is no sharp line. The real part of (\ref{landau}) then has the slope
\begin{equation}
\frac{d\,\mathrm{Re}\,C}{dt}=-\frac1\hbar\int dx\,\beta(x)\,\frac{\sin(xt/\hbar)}{x}
\;\longrightarrow\;-\frac{\pi\beta(0)}{\hbar}\qquad(t\to\infty).
\label{width}
\end{equation}
The limit follows from the substitution $u=xt/\hbar$ and $\int du\,\sin u/u=\pi$. The amplitude decays at the rate $|\mathrm{Im}\,\Sigma_c(\varepsilon)|/\hbar$, which is the usual lifetime broadening.

\section{Derivation in the time domain, comparison and example}

\subsection{Symbols and results carried over}

The retarded propagator of an orbital is written $G(t)=G_0(t)e^{C(t)}$, with $G_0(t)=-(i/\hbar)\theta(t)e^{-i\varepsilon t/\hbar}$. The energy $\varepsilon$ contains the static self-energy, and $x$ or $y$ is an energy measured from $\varepsilon$. The retarded GW self-energy is $\Sigma_c(\varepsilon+x)=\int dy\,\beta(y)/(x-y+i0)$, with $\beta=|\mathrm{Im}\,\Sigma_c|/\pi$. The first half derived the Landau form (\ref{landau}) of $C$ by partial fractions. It also gave the shift $\Delta=-\int\beta/x$, the exponent $a=\int\beta/x^2$, the quasiparticle weight $Z=e^{-a}$ and the satellite series (\ref{series}) in powers of $p=\beta/x^2$.

The Landau form of the first-order cumulant has been derived in the energy domain, and its three terms have been identified with the satellites, the quasiparticle shift and the quasiparticle weight. What remains is the derivation in the time domain, a comparison of what the two derivations assume, and the example of a hole at the bottom of an electron gas.
